# How nuclear size shifts the Dirac s1/2 and p1/2 levels: a program that tests the result

```python
# Finite-nuclear-size shift of Dirac-Coulomb levels, infinitely heavy nucleus.
# Result under test: for s1/2 (kappa=-1) and p1/2 (kappa=+1) the shift is
#   K * dE1,  dE1 = (2 Z^2/N) C S (2 Z R/N)^(2 gamma),
# as R -> 0, where gamma = sqrt(1-(Z alpha)^2), N is the apparent principal
# quantum number, C the inner-density coefficient, S the uniform-sphere factor,
# dE1 the first-order estimate, and K the factor from matching at radius R.
# Atomic units inside; eps = total energy / c^2; G, F = r * radial components.
# Printed energies are in eV and lengths in angstrom unless labelled otherwise.
import math
import mpmath as mp
from scipy import constants as sc
from scipy.integrate import solve_ivp
from scipy.optimize import brentq

mp.mp.dps = 60
alpha = mp.mpf(sc.alpha)
c = 1 / alpha
HARTREE = sc.physical_constants['Hartree energy in eV'][0]
BOHR = sc.physical_constants['Bohr radius'][0] * 1e10
STATES = {'1s1/2': (1, -1), '2s1/2': (2, -1), '2p1/2': (2, 1)}
SPHERE = (mp.mpf(3) / 2, mp.mpf(1) / 2)   # -V R/Z = v0 - v2 (r/R)^2 inside
SHELL = (mp.mpf(1), mp.mpf(0))


def point_level(Z, n):
    gam = mp.sqrt(1 - (Z * alpha)**2)
    nr = n - 1
    N = mp.sqrt(nr**2 + 2 * nr * gam + 1)
    return gam, N, (nr + gam) / N


def point_wave(Z, n, kappa, r):
    """Unnormalized point-nucleus radial functions for n = 1, 2."""
    gam, N, eps = point_level(Z, n)
    x = 2 * Z * r / N
    p = 1 - (n - 1) * x / (2 * gam + 1)
    q = -(n - 1) / (N - kappa)
    env = x**gam * mp.exp(-x / 2)
    return (mp.sqrt(1 + eps) * env * (p + q),
            -mp.sqrt(1 - eps) * env * (p - q))


def sphere_factor(gam):
    return 3 / (2 * gam * (2 * gam + 1) * (2 * gam + 3))


def density_coefficient(Z, n, kappa):
    gam, N, eps = point_level(Z, n)
    if n == 1:
        return 1 / mp.gamma(2 * gam + 1)
    return ((2 * gam + 1) * (2 - kappa * N)
            / (2 * N * (N - kappa) * mp.gamma(2 * gam + 1)))


def first_order(Z, n, kappa, R):
    gam, N, eps = point_level(Z, n)
    return (2 * Z**2 / N * density_coefficient(Z, n, kappa)
            * sphere_factor(gam) * (2 * Z * R / N)**(2 * gam))


def first_order_quadrature(Z, n, kappa, R):
    """Expectation value of the potential change, by direct integration."""
    with mp.workdps(25):
        def density(r):
            G, F = point_wave(Z, n, kappa, r)
            return G * G + F * F

        def weighted(y):
            if y == 0:
                return mp.mpf(0)
            change = Z / R * (1 / y - (3 - y * y) / 2)
            return density(R * y) * change * R
        L = mp.mpf(n) / Z
        norm = mp.quad(density, [0, L, 5 * L, 20 * L, 80 * L])
        return mp.quad(weighted, [0, 1]) / norm


def interior(Z, kappa, e_plus, e_minus, strength=1, shape=SPHERE):
    """Regular power series at r=R; strength scales the potential change.
    e_plus = R c (eps+1), e_minus = R c (eps-1)."""
    z = Z * alpha
    s = mp.mpf(strength)
    z0 = (1 - s) * z
    sigma = mp.sqrt(1 - z0**2)
    v0, v2 = s * z * shape[0], s * z * shape[1]
    if kappa == -1:
        g, f = [mp.mpf(1)], [-z0 / (sigma + 1)]
    else:
        g, f = [z0 / (sigma + 1)], [mp.mpf(1)]
    for k in range(1, 90):
        a = (e_plus + v0) * f[k - 1]
        b = -(e_minus + v0) * g[k - 1]
        if k >= 3:
            a -= v2 * f[k - 3]
            b += v2 * g[k - 3]
        det = k * (k + 2 * sigma)
        g.append((a * (k + sigma - kappa) + z0 * b) / det)
        f.append(((k + sigma + kappa) * b - z0 * a) / det)
    return mp.fsum(g), mp.fsum(f)


def tricomi(a, b, x):
    """Decaying confluent function, from its two small-x series."""
    return (mp.gamma(1 - b) * mp.rgamma(1 + a - b) * mp.hyp1f1(a, b, x)
            + mp.gamma(b - 1) * mp.rgamma(a) * x**(1 - b)
            * mp.hyp1f1(1 + a - b, 2 - b, x))


def exterior(Z, kappa, eps, r):
    gam = mp.sqrt(1 - (Z * alpha)**2)
    N = Z * alpha / mp.sqrt(1 - eps**2)
    nu = N * eps - gam
    x = 2 * Z * r / N
    u0 = tricomi(-nu, 2 * gam + 1, x)
    u1 = (N + kappa) * tricomi(1 - nu, 2 * gam + 1, x)
    return mp.sqrt(1 + eps) * (u0 + u1), -mp.sqrt(1 - eps) * (u0 - u1)


def numerical_shift(Z, n, kappa, R, strength=1, shape=SPHERE):
    """Level shift from joining interior and exterior solutions at R."""
    eps0 = point_level(Z, n)[2]
    scale = strength * first_order(Z, n, kappa, R)

    def mismatch(t):
        eps = eps0 + t * scale / c**2
        Gi, Fi = interior(Z, kappa, R * c * (eps + 1), R * c * (eps - 1),
                          strength, shape)
        Go, Fo = exterior(Z, kappa, eps, R)
        return Go * Fi - Fo * Gi
    t0, t1 = mp.mpf('0.8'), mp.mpf(1)
    f0, f1 = mismatch(t0), mismatch(t1)
    for _ in range(30):
        t2 = t1 - f1 * (t1 - t0) / (f1 - f0)
        if abs(t2 - t1) < mp.mpf('1e-15'):
            return t2 * scale
        t0, f0, t1, f1 = t1, f1, t2, mismatch(t2)
    raise RuntimeError('secant search did not converge')


def matching_factor(Z, kappa):
    z = Z * alpha
    gam = mp.sqrt(1 - z**2)
    G, F = interior(Z, kappa, mp.mpf(0), mp.mpf(0))
    rho = F / G
    b, b_irr = (kappa + gam) / z, (kappa - gam) / z
    K = (2 * gam * (rho - b)
         / (z**2 * sphere_factor(gam) * (1 + b**2) * (rho - b_irr)))
    return K, rho


def shooting_shift(Z, n, kappa, R):
    """Independent double-precision integration of the radial equations."""
    cf, Rf = float(c), float(R)
    E0 = float(c**2 * (point_level(Z, n)[2] - 1))
    guess = float(first_order(Z, n, kappa, R))

    def potential(r):
        return -Z / r if r > Rf else -Z / (2 * Rf) * (3 - (r / Rf)**2)

    def rhs(t, y, E):
        r = math.exp(t)
        w = (E - potential(r)) / cf
        return [-kappa * y[0] + r * (w + 2 * cf) * y[1],
                kappa * y[1] - r * w * y[0]]

    def run(a, b, y, E):
        sol = solve_ivp(rhs, (math.log(a), math.log(b)), y, args=(E,),
                        method='DOP853', rtol=1e-11, atol=1e-14)
        assert sol.success
        return sol.y[:, -1]

    def mismatch(delta):
        E = E0 + delta
        r0, rm, rmax = 1e-4 * Rf, n / Z, 30 * n / Z
        w = (E - potential(r0)) / cf
        start = ([1.0, -w * r0 / 3] if kappa == -1
                 else [(w + 2 * cf) * r0 / 3, 1.0])
        left = run(Rf, rm, run(r0, Rf, start, E), E)
        right = run(rmax, rm, [1.0, -math.sqrt(-E / (E + 2 * cf**2))], E)
        return ((left[0] * right[1] - left[1] * right[0])
                / (math.hypot(*left) * math.hypot(*right)))
    return brentq(mismatch, 0.0, 2 * guess, xtol=1e-8 * guess)


def check_point_wave(Z, n, kappa):
    """The closed functions must satisfy both radial equations."""
    r = mp.mpf('0.7') / Z
    E = c**2 * (point_level(Z, n)[2] - 1)
    G, F = point_wave(Z, n, kappa, r)
    dG = mp.diff(lambda s: point_wave(Z, n, kappa, s)[0], r)
    dF = mp.diff(lambda s: point_wave(Z, n, kappa, s)[1], r)
    w = (E + Z / r) / c
    size = Z * (abs(G) + abs(F))
    assert abs(dG + kappa * G / r - (w + 2 * c) * F) < 1e-15 * size
    assert abs(dF - kappa * F / r + w * G) < 1e-15 * size


print(f"Hartree energy = {HARTREE:.6f} eV")
print(f"Bohr radius = {BOHR:.8f} angstrom")
print(f"1/alpha = {float(c):.6f}")

worst_exponent = worst_factor = worst_weak = 0.0
for Z, radius in ((1, '1e-5'), (50, '6e-5'), (82, '7e-5')):
    R = mp.mpf(radius) / mp.mpf(BOHR)
    gam, N2, _ = point_level(Z, 2)
    K, rho = matching_factor(Z, -1)
    K_p, rho_p = matching_factor(Z, 1)
    assert abs(K / K_p - 1) < 1e-20
    print(f"Z={Z}: R={float(radius):.1e} angstrom, Z alpha={float(Z*alpha):.6f}")
    print(f"  2 gamma={float(2*gam):.8f}, 2ZR/a0={float(2*Z*R):.6e}")
    print(f"  S={float(sphere_factor(gam)):.6f}, "
          f"Gamma(2gamma+1)={float(mp.gamma(2*gam+1)):.6f}, N(n=2)={float(N2):.6f}")
    print(f"  rho(s)={float(rho):.6f}, rho(p)={float(rho_p):.6f}, K={float(K):.6f}")
    tiny_shifts = {}
    for name, (n, kappa) in STATES.items():
        check_point_wave(Z, n, kappa)
        estimate = first_order(Z, n, kappa, R)
        full = first_order_quadrature(Z, n, kappa, R)
        shift = numerical_shift(Z, n, kappa, R)

        # Limit of very small radius: density, exponent and coefficient.
        h = R * mp.mpf('1e-6')
        quad_tiny = first_order_quadrature(Z, n, kappa, h)
        assert abs(quad_tiny / first_order(Z, n, kappa, h) - 1) < 1e-5
        small = numerical_shift(Z, n, kappa, h)
        larger = numerical_shift(Z, n, kappa, 10 * h)
        slope = mp.log(larger / small) / mp.log(10)
        exponent_error = float(abs(slope - 2 * gam))
        assert exponent_error < 1e-6 and abs(slope - 2) > 4e-5
        factor_error = float(abs(small / first_order(Z, n, kappa, h) / K - 1))
        assert factor_error < 1e-5
        tiny_shifts[name] = small

        # A weak potential change must obey first-order theory.
        weak = mp.mpf('1e-6')
        weak_ratio = numerical_shift(Z, n, kappa, R, weak) / (weak * full)
        weak_error = float(abs(weak_ratio - 1))
        assert weak_error < 1e-5
        worst_exponent = max(worst_exponent, exponent_error)
        worst_factor = max(worst_factor, factor_error)
        worst_weak = max(worst_weak, weak_error)

        # At the chosen radius only corrections of relative size ZR, R c remain.
        assert abs(K * estimate / shift - 1) < 0.05
        square_law = mp.mpf(2) / 5 * Z**4 * R**2 / n**3
        if kappa == 1:
            square_law *= mp.mpf(3) / 16 * (Z * alpha)**2
        if Z == 1:
            assert abs(square_law / shift - 1) < 2e-3
        up = numerical_shift(Z, n, kappa, R * mp.mpf('1.01'))
        down = numerical_shift(Z, n, kappa, R * mp.mpf('0.99'))
        local = mp.log(up / down) / mp.log(mp.mpf('1.01') / mp.mpf('0.99'))
        E0 = c**2 * (point_level(Z, n)[2] - 1)
        ev = [float(v) * HARTREE for v in
              (E0, estimate, full, K * estimate, shift, square_law)]
        print(f"  {name}: E_point={ev[0]:.6f} eV, numerical shift={ev[4]:.6e} eV")
        print(f"    first order: closed={ev[1]:.6e}, full density={ev[2]:.6e} eV")
        print(f"    matched={ev[3]:.6e}, R^2 law={ev[5]:.6e} eV")
        print(f"    closed/numerical={float(estimate/shift):.6f}, "
              f"local exponent={float(local):.6f}")
        if name == '1s1/2':
            print(f"    numerical shift={float(shift):.6e} hartree")
    ratio = tiny_shifts['2p1/2'] / tiny_shifts['2s1/2']
    formula = (2 - N2) * (N2 + 1) / ((2 + N2) * (N2 - 1))
    assert abs(ratio / formula - 1) < 1e-5
    if Z == 1:
        assert abs(ratio / (mp.mpf(3) / 16 * alpha**2) - 1) < 1e-3
    print(f"  small-R shift ratio 2p1/2 to 2s1/2 = {float(ratio):.6e}")

# A surface charge has another coefficient but must have the same exponent.
R82 = mp.mpf('7e-5') / mp.mpf(BOHR)
h = R82 * mp.mpf('1e-6')
shell_small = numerical_shift(82, 1, -1, h, shape=SHELL)
shell_large = numerical_shift(82, 1, -1, 10 * h, shape=SHELL)
shell_slope = mp.log(shell_large / shell_small) / mp.log(10)
assert abs(shell_slope - 2 * point_level(82, 1)[0]) < 1e-6
print(f"Surface charge, Z=82 1s: small-R exponent={float(shell_slope):.8f}")

for name in ('1s1/2', '2p1/2'):
    n, kappa = STATES[name]
    shot = shooting_shift(82, n, kappa, R82)
    joined = float(numerical_shift(82, n, kappa, R82))
    assert abs(shot / joined - 1) < 1e-4
    print(f"Shooting check, Z=82 {name}: shift={shot*HARTREE:.6f} eV")
print(f"Largest small-R exponent error = {worst_exponent:.1e}")
print(f"Largest relative error of K at small R = {worst_factor:.1e}")
print(f"Largest weak-change relative error = {worst_weak:.1e}")
print("success")
```

Output:

```
Hartree energy = 27.211386 eV
Bohr radius = 0.52917721 angstrom
1/alpha = 137.035999
Z=1: R=1.0e-05 angstrom, Z alpha=0.007297
  2 gamma=1.99994675, 2ZR/a0=3.779452e-05
  S=0.100006, Gamma(2gamma+1)=1.999902, N(n=2)=1.999987
  rho(s)=-0.002919, rho(p)=342.588060, K=0.999973
  1s1/2: E_point=-13.605874 eV, numerical shift=3.889260e-09 eV
    first order: closed=3.889459e-09, full density=3.889397e-09 eV
    matched=3.889353e-09, R^2 law=3.886945e-09 eV
    closed/numerical=1.000051, local exponent=1.999923
    numerical shift=1.429277e-10 hartree
  2s1/2: E_point=-3.401480 eV, numerical shift=4.861803e-10 eV
    first order: closed=4.862051e-10, full density=4.861975e-10 eV
    matched=4.861920e-10, R^2 law=4.858681e-10 eV
    closed/numerical=1.000051, local exponent=1.999923
  2p1/2: E_point=-3.401480 eV, numerical shift=4.854551e-15 eV
    first order: closed=4.854718e-15, full density=4.854695e-15 eV
    matched=4.854586e-15, R^2 law=4.851213e-15 eV
    closed/numerical=1.000034, local exponent=1.999940
  small-R shift ratio 2p1/2 to 2s1/2 = 9.984917e-06
Z=50: R=6.0e-05 angstrom, Z alpha=0.364868
  2 gamma=1.86211881, 2ZR/a0=1.133836e-02
  S=0.115771, Gamma(2gamma+1)=1.767800, N(n=2)=1.965227
  rho(s)=-0.148055, rho(p)=6.754267, K=0.927268
  1s1/2: E_point=-35228.572188 eV, numerical shift=1.954567e+00 eV
    first order: closed=2.124366e+00, full density=2.114761e+00 eV
    matched=1.969857e+00, R^2 law=8.745626e-01 eV
    closed/numerical=1.086873, local exponent=1.854244
    numerical shift=7.182900e-02 hartree
  2s1/2: E_point=-8884.376220 eV, numerical shift=2.751731e-01 eV
    first order: closed=2.991589e-01, full density=2.977572e-01 eV
    matched=2.774005e-01, R^2 law=1.093203e-01 eV
    closed/numerical=1.087166, local exponent=1.853981
  2p1/2: E_point=-8884.376220 eV, numerical shift=7.453978e-03 eV
    first order: closed=8.059334e-03, full density=8.047195e-03 eV
    matched=7.473163e-03, R^2 law=2.728807e-03 eV
    closed/numerical=1.081213, local exponent=1.859568
  small-R shift ratio 2p1/2 to 2s1/2 = 2.693997e-02
Z=82: R=7.0e-05 angstrom, Z alpha=0.598383
  2 gamma=1.60242053, 2ZR/a0=2.169406e-02
  S=0.156308, Gamma(2gamma+1)=1.432228, N(n=2)=1.898004
  rho(s)=-0.248998, rho(p)=4.016100, K=0.777105
  1s1/2: E_point=-101581.344734 eV, numerical shift=6.578297e+01 eV
    first order: closed=8.619766e+01, full density=8.551788e+01 eV
    matched=6.698466e+01, R^2 law=8.611125e+00 eV
    closed/numerical=1.310334, local exponent=1.584180
    numerical shift=2.417480e+00 hartree
  2s1/2: E_point=-26059.833561 eV, numerical shift=1.142277e+01 eV
    first order: closed=1.499832e+01, full density=1.486658e+01 eV
    matched=1.165528e+01, R^2 law=1.076391e+00 eV
    closed/numerical=1.313020, local exponent=1.582135
  2p1/2: E_point=-26059.833561 eV, numerical shift=9.781965e-01 eV
    first order: closed=1.266492e+00, full density=1.263066e+00 eV
    matched=9.841979e-01, R^2 law=7.226525e-02 eV
    closed/numerical=1.294722, local exponent=1.596316
  small-R shift ratio 2p1/2 to 2s1/2 = 8.444227e-02
Surface charge, Z=82 1s: small-R exponent=1.60242045
Shooting check, Z=82 1s1/2: shift=65.782969 eV
Shooting check, Z=82 2p1/2: shift=0.978197 eV
Largest small-R exponent error = 7.7e-08
Largest relative error of K at small R = 2.0e-08
Largest weak-change relative error = 3.9e-07
success
```
